# Dielectric constants of a monolayer from its supercell: a program that tests the result

```python
# Result under test: a periodic stack of flat dielectric layers has, for slowly
# varying static fields, an in-plane permittivity equal to the thickness-weighted
# arithmetic mean and an out-of-plane permittivity equal to the harmonic mean.
# Inverting these rules gives the constants of one slab in a vacuum supercell.
# Symbols: L period (angstrom), t slab thickness (angstrom), e_par and e_perp
# relative permittivities in plane and along the stacking axis z, q wavevector.
# A layer is a tuple (thickness, e_par, e_perp).
import numpy as np


def wave_response(layers, qx, qz, per_layer=60):
    """Solve -div(e grad phi) = exp(i q.r) with linear finite elements in z.

    Returns the macroscopic permittivity from the averaged potential, and the
    value found when phi is frozen to a single plane wave (no local fields).
    """
    h = np.concatenate([np.full(per_layer, a[0] / per_layer) for a in layers])
    e_par = np.repeat([a[1] for a in layers], per_layer)
    e_perp = np.repeat([a[2] for a in layers], per_layer)
    period = h.sum()
    z = np.concatenate([[0.0], np.cumsum(h)])
    size = len(h)
    stiffness = np.zeros((size, size), dtype=complex)
    load = np.zeros(size, dtype=complex)
    gradient = np.array([[1.0, -1.0], [-1.0, 1.0]])
    overlap = np.array([[2.0, 1.0], [1.0, 2.0]]) / 6.0
    for k in range(size):
        nodes = [k, (k + 1) % size]
        bloch = np.array([1.0, 1.0], dtype=complex)
        if k == size - 1:
            bloch[1] = np.exp(1j * qz * period)
        local = e_perp[k] / h[k] * gradient + e_par[k] * qx**2 * h[k] * overlap
        source = h[k] * overlap @ np.exp(1j * qz * z[k:k + 2])
        for a in range(2):
            load[nodes[a]] += np.conj(bloch[a]) * source[a]
            for b in range(2):
                stiffness[nodes[a], nodes[b]] += (
                    np.conj(bloch[a]) * local[a, b] * bloch[b])
    q2 = qx**2 + qz**2
    phi = np.linalg.solve(stiffness, load)
    mean_phi = (np.vdot(load, phi) / period).real
    wave = np.exp(1j * qz * z[:-1])
    frozen = (np.vdot(wave, stiffness @ wave) / (period * q2)).real
    return 1.0 / (q2 * mean_phi), frozen


def stack_means(layers):
    t, par, perp = np.array(layers, dtype=float).T
    return (t @ par) / t.sum(), t.sum() / (t / perp).sum()


def slab_par(cell_par, L, t):
    return 1.0 + L / t * (cell_par - 1.0)


def slab_perp(cell_perp, L, t):
    return 1.0 / (1.0 - L / t * (1.0 - 1.0 / cell_perp))


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


# General stack: direct electrostatics against the two means
stack = [(3.0, 2.0, 3.0), (5.0, 12.0, 4.0), (2.0, 5.0, 8.0), (6.0, 1.0, 1.0)]
stack_L = sum(a[0] for a in stack)
mean_par, mean_perp = stack_means(stack)
q = 0.02 / stack_L
solved_par = wave_response(stack, q, 0.0)[0]
solved_perp, frozen_perp = wave_response(stack, 0.0, 0.1 / stack_L)
angle = np.radians(35.0)
solved_tilt = wave_response(stack, q * np.cos(angle), q * np.sin(angle))[0]
mean_tilt = mean_par * np.cos(angle)**2 + mean_perp * np.sin(angle)**2
assert close(solved_par, mean_par, 1e-3)      # finite q leaves order (qL)^2
assert close(solved_perp, mean_perp, 1e-4)
assert close(solved_tilt, mean_tilt, 1e-3)
# Without local fields the normal direction gives the arithmetic mean instead
arith_perp = sum(a[0] * a[2] for a in stack) / stack_L
assert close(frozen_perp, arith_perp, 1e-4)
assert frozen_perp > 1.2 * solved_perp

# Supercell input and inversion
L, t = 20.0, 6.0
cell_par, cell_perp = 5.00, 1.30
film_par = slab_par(cell_par, L, t)
film_perp = slab_perp(cell_perp, L, t)
a_par = L * (cell_par - 1.0)
a_perp = L * (1.0 - 1.0 / cell_perp)

# The inverted slab, put back into a cell, must return the supercell input
cell = [(t, film_par, film_perp), (L - t, 1.0, 1.0)]
back_par = wave_response(cell, 0.01 / L, 0.0)[0]
back_perp = wave_response(cell, 0.0, 0.1 / L)[0]
assert close(back_par, cell_par, 1e-4)
assert close(back_perp, cell_perp, 1e-4)

# Added vacuum: prediction from the two lengths against direct electrostatics
L_tall = 30.0
tall_par = 1.0 + a_par / L_tall
tall_perp = 1.0 / (1.0 - a_perp / L_tall)
tall = [(t, film_par, film_perp), (L_tall - t, 1.0, 1.0)]
tall_par_solved = wave_response(tall, 0.01 / L_tall, 0.0)[0]
tall_perp_solved = wave_response(tall, 0.0, 0.1 / L_tall)[0]
assert close(tall_par_solved, tall_par, 1e-4)
assert close(tall_perp_solved, tall_perp, 1e-4)

# Smallest thickness: an almost perfectly polarizable slab of thickness a_perp
metal_like = [(a_perp, 1.0, 1e4), (L - a_perp, 1.0, 1.0)]
limit_perp = wave_response(metal_like, 0.0, 0.3 / L)[0]
assert close(limit_perp, cell_perp, 1e-3)
assert slab_perp(cell_perp, L, 0.99 * a_perp) < 0.0
assert slab_perp(cell_perp, L, 1.01 * a_perp) > 0.0

# Error growth: formula against central differences of the inversion
gain_par = L / t
gain_perp = L / t * (film_perp / cell_perp)**2
d = 1e-5
diff_par = (slab_par(cell_par + d, L, t) - slab_par(cell_par - d, L, t)) / (2*d)
diff_perp = (slab_perp(cell_perp + d, L, t)
             - slab_perp(cell_perp - d, L, t)) / (2*d)
assert close(diff_par, gain_par, 1e-6)
assert close(diff_perp, gain_perp, 1e-5)

# Finite in-plane wavevector: departure from the mean grows as (qL)^2
par_q01 = wave_response(cell, 0.1 / L, 0.0)[0]
par_q02 = wave_response(cell, 0.2 / L, 0.0)[0]
par_q1 = wave_response(cell, 1.0 / L, 0.0)[0]
ratio = (par_q02 - cell_par) / (par_q01 - cell_par)
assert abs(ratio - 4.0) < 0.1

wrong_perp = slab_par(cell_perp, L, t)

print("Four-layer stack: thickness (angstrom), e_par, e_perp")
for a in stack:
    print(f"  {a[0]:.1f}  {a[1]:.1f}  {a[2]:.1f}")
print(f"stack period: {stack_L:.1f} angstrom")
print(f"stack e_par, arithmetic mean: {mean_par:.4f}")
print(f"stack e_par, field solution: {solved_par:.4f}")
print(f"stack e_perp, harmonic mean: {mean_perp:.4f}")
print(f"stack e_perp, field solution: {solved_perp:.4f}")
print(f"stack, q tilted 35 deg from plane, formula: {mean_tilt:.4f}")
print(f"stack, q tilted 35 deg, field solution: {solved_tilt:.4f}")
print(f"stack e_perp without local fields: {frozen_perp:.4f}")
print(f"Supercell height L: {L:.1f} angstrom")
print(f"slab thickness t: {t:.1f} angstrom")
print(f"supercell E_par: {cell_par:.2f}")
print(f"supercell E_perp: {cell_perp:.2f}")
print(f"L/t: {L / t:.4f}")
print(f"1/E_perp: {1 / cell_perp:.5f}")
print(f"slab e_par: {film_par:.3f}")
print(f"slab 1/e_perp: {1 / film_perp:.5f}")
print(f"slab e_perp: {film_perp:.3f}")
print(f"slab put back, E_par field solution: {back_par:.4f}")
print(f"slab put back, E_perp field solution: {back_perp:.4f}")
print(f"a_par: {a_par:.2f} angstrom")
print(f"a_perp = smallest thickness: {a_perp:.3f} angstrom")
print(f"L = {L_tall:.0f} angstrom, E_par predicted: {tall_par:.4f}")
print(f"L = {L_tall:.0f} angstrom, E_par solved: {tall_par_solved:.4f}")
print(f"L = {L_tall:.0f} angstrom, E_perp predicted: {tall_perp:.4f}")
print(f"L = {L_tall:.0f} angstrom, E_perp solved: {tall_perp_solved:.4f}")
print("Thickness choice: t (angstrom), slab e_par, slab e_perp")
for t_try in (5.0, 6.0, 7.0):
    print(f"  {t_try:.1f}  {slab_par(cell_par, L, t_try):.3f}"
          f"  {slab_perp(cell_perp, L, t_try):.3f}")
print(f"error gain in plane: {gain_par:.2f}")
print(f"error gain out of plane: {gain_perp:.2f}")
for e_try in (1.29, 1.31):
    print(f"slab e_perp if E_perp = {e_try:.2f}: {slab_perp(e_try, L, t):.3f}")
print(f"slab e_perp by the wrong (in-plane) rule: {wrong_perp:.3f}")
print(f"E_par seen at qL = 0.1: {par_q01:.5f}")
print(f"E_par seen at qL = 0.2: {par_q02:.5f}")
print(f"E_par seen at qL = 1.0: {par_q1:.4f}")
print(f"ratio of departures, qL 0.2 to 0.1: {ratio:.3f}")
print("no test failed")
```

Running it gives:

```
Four-layer stack: thickness (angstrom), e_par, e_perp
  3.0  2.0  3.0
  5.0  12.0  4.0
  2.0  5.0  8.0
  6.0  1.0  1.0
stack period: 16.0 angstrom
stack e_par, arithmetic mean: 5.1250
stack e_par, field solution: 5.1249
stack e_perp, harmonic mean: 1.8824
stack e_perp, field solution: 1.8824
stack, q tilted 35 deg from plane, formula: 4.0582
stack, q tilted 35 deg, field solution: 4.0582
stack e_perp without local fields: 3.1875
Supercell height L: 20.0 angstrom
slab thickness t: 6.0 angstrom
supercell E_par: 5.00
supercell E_perp: 1.30
L/t: 3.3333
1/E_perp: 0.76923
slab e_par: 14.333
slab 1/e_perp: 0.23077
slab e_perp: 4.333
slab put back, E_par field solution: 4.9999
slab put back, E_perp field solution: 1.3000
a_par: 80.00 angstrom
a_perp = smallest thickness: 4.615 angstrom
L = 30 angstrom, E_par predicted: 3.6667
L = 30 angstrom, E_par solved: 3.6666
L = 30 angstrom, E_perp predicted: 1.1818
L = 30 angstrom, E_perp solved: 1.1818
Thickness choice: t (angstrom), slab e_par, slab e_perp
  5.0  17.000  13.000
  6.0  14.333  4.333
  7.0  12.429  2.935
error gain in plane: 3.33
error gain out of plane: 37.04
slab e_perp if E_perp = 1.29: 3.990
slab e_perp if E_perp = 1.31: 4.735
slab e_perp by the wrong (in-plane) rule: 2.000
E_par seen at qL = 0.1: 4.99498
E_par seen at qL = 0.2: 4.98002
E_par seen at qL = 1.0: 4.5619
ratio of departures, qL 0.2 to 0.1: 3.982
no test failed
```
